# Vibrational lineshape of a defect transition in the equal-Hessian harmonic model, part 2

A defect emits light in a transition from electronic state e to g. The model assumes Born–Oppenheimer separation, a constant transition dipole, harmonic surfaces with the same Hessian $\Phi$, and a thermal initial state. The algebra uses $\hbar=1$. With photon energy $E$, zero-phonon energy $E_{\rm ZPL}$ and $\varepsilon=E_{\rm ZPL}-E$, the normalized lineshape is

$$A(\varepsilon)=\frac1{2\pi}\int_{-\infty}^{\infty}dt\,e^{i\varepsilon t}G(t),$$

$$\ln G(t)=\int_0^\infty d\omega\,S(\omega)\big[(n+1)e^{-i\omega t}+n\,e^{i\omega t}-(2n+1)\big],\tag{1}$$

where $n=1/(e^{\omega/kT}-1)$, $S(\omega)=\sum_kS_k\delta(\omega-\omega_k)$ and $S=\sum_kS_k$. The partial factors are

$$S_k=\tfrac12\omega_kq_k^2=\frac{f_k^2}{2\omega_k^3},\qquad q_k=\sum_a\sqrt{m_a}\,\Delta R_a\,e_{ka},\qquad f_k=\sum_a\frac{F_a\,e_{ka}}{\sqrt{m_a}}.\tag{2}$$

Here $a$ runs over atoms and Cartesian directions, $m_a$ are masses, $\omega_k$ and $e_k$ are the normal modes, $\Delta R$ is the shift of the minimum from g to e, $F$ is the force in e at the minimum of g, and $u$ are displacements from that minimum. With $E_{\rm vert}$ the energy difference of the surfaces there,

$$E_{\rm rel}\equiv E_{\rm vert}-E_{\rm ZPL}=\sum_k\tfrac12\omega_k^2q_k^2=\sum_kS_k\omega_k=\tfrac12F\cdot\Delta R.\tag{4}$$

In eV, Å and u, with $\eta=\hbar^2/({\rm u\,Å^2})=4.180159\times10^{-3}$ eV,

$$S_k=\frac{\hbar\omega_k\,q_k^2}{2\eta}=\frac{\eta f_k^2}{2(\hbar\omega_k)^3}.$$

At $T=0$, with $S^{*j}$ the $j$-fold convolution of $S(\omega)$,

$$A(\varepsilon)=e^{-S}\Big[\delta(\varepsilon)+\sum_{j\ge1}\frac{S^{*j}(\varepsilon)}{j!}\Big].\tag{7}$$

At $T>0$, $e^{-S}$ becomes $W=e^{-S_0}$, $S_0=\sum_kS_k(2n_k+1)$, and $S(\varepsilon)$ becomes

$$P(\varepsilon)=\sum_kS_k\big[(n_k+1)\delta(\varepsilon-\omega_k)+n_k\delta(\varepsilon+\omega_k)\big].$$

For one mode, the line at $\varepsilon=p\omega_k$ has weight

$$w_p=e^{-S_k(2n+1)}\Big(\frac{n+1}{n}\Big)^{p/2}I_{|p|}\big(2S_k\sqrt{n(n+1)}\big),\tag{8}$$

with $I_p$ the modified Bessel function. If the sharp frequencies are incommensurate, with degenerate modes merged by adding their $S_k$, the zero-phonon weight is $W$ times $I_0$ for each mode that stays sharp.

Detailed balance reads $A(-\varepsilon)=e^{-\varepsilon/kT}A(\varepsilon)$. The photon emission rate goes as $E^3A$, and absorption is the mirror image, $A_{\rm abs}(\varepsilon)=A(-\varepsilon)$. The "toy" in the computed values is two coupled unequal masses, solved by diagonalizing both nuclear Hamiltonians.

## Moments and the photon fraction

Inverting (1), $G(t)=\int d\varepsilon\,A\,e^{-i\varepsilon t}$, so with $s=-it$ the cumulants of $\varepsilon$ are defined by $\ln G=\sum_j\kappa_js^j/j!$. Expanding $e^{\pm\omega s}$ in (1) gives $\kappa_j=\sum_kS_k\omega_k^j[(n_k+1)+(-1)^jn_k]$:

$$\kappa_1=E_{\rm rel},\qquad\kappa_2=\sum_kS_k\omega_k^2(2n_k+1),\qquad\kappa_3=\sum_kS_k\omega_k^3 .$$

The mean of $A$, $\mu=E_{\rm ZPL}-E_{\rm rel}$, is independent of temperature. The mean energy of the emitted photons is weighted by $E^3A$ and in general differs from $\mu$ and depends on temperature. By the mirror symmetry the mean of $A_{\rm abs}$ lies at $E_{\rm ZPL}+E_{\rm rel}=E_{\rm vert}$, so the Stokes shift between the means of the two lineshapes, without the photon-energy factors of the measured spectra, is $2E_{\rm rel}$. The peaks of a structured band need not lie at the means.

The fraction of photons in the zero-phonon line is $E_{\rm ZPL}^3W/\langle E^3\rangle$, multiplied by the $I_0$ factor of each mode that stays sharp, under the conditions stated after (8). Writing $E=\mu-(\varepsilon-\kappa_1)$ and averaging the cube, the linear term vanishes and the second and third central moments are $\kappa_2$ and $\kappa_3$:

$$\langle E^3\rangle=\mu^3+3\mu\kappa_2-\kappa_3.\tag{9}$$

This presumes negligible weight at $E<0$. At $T=0$ every photon has $E\le E_{\rm ZPL}$, so $\langle E^3\rangle<E_{\rm ZPL}^3$ whenever $S>0$ and the fraction exceeds $e^{-S}$. At $T>0$ there is weight above $E_{\rm ZPL}$ and the sign must be read from (9).

A one-mode reduction keeps the total displacement $\Delta Q^2=\sum_kq_k^2=\sum_am_a\Delta R_a^2$ and the relaxation energy, defining $\Omega^2=2E_{\rm rel}/\Delta Q^2$ and $S_{\rm 1D}=\frac12\Omega\Delta Q^2=E_{\rm rel}/\Omega$. The Cauchy–Schwarz inequality gives

$$2S=\sum_k|q_k|\,\omega_k|q_k|\le\sqrt{\textstyle\sum_kq_k^2}\sqrt{\textstyle\sum_k\omega_k^2q_k^2}=\Delta Q\sqrt{2E_{\rm rel}}=\Omega\,\Delta Q^2 .$$

So $S_{\rm 1D}$ is an upper bound on $S$, reached only when all coupled modes share one frequency.

## Numerical evaluation

A finite cell gives a discrete $S(\omega)$, for which $G$ never decays. Replacing each delta function in $P$ by a normalized Gaussian of width $\sigma$ multiplies its transform by $e^{-\sigma^2t^2/2}$:

$$G_\sigma(t)=\exp\Big\{e^{-\sigma^2t^2/2}\sum_kS_k\big[(n_k+1)e^{-i\omega_kt}+n_ke^{i\omega_kt}\big]-S_0\Big\}.$$

The Bose factors are evaluated at the discrete $\omega_k$ before smoothing, because $n(\omega)$ diverges at $\omega\to0$, where a smoothed $S(\omega)$ does not vanish. As $t\to\infty$, $G_\sigma\to W$. This constant is the delta function and is subtracted; with $G_\sigma(-t)=G_\sigma^*(t)$,

$$A_{\rm side}(\varepsilon)=\frac1\pi\,{\rm Re}\int_0^\infty dt\,e^{i\varepsilon t}\,[G_\sigma(t)-W].$$

A uniform step $\Delta t$ repeats the spectrum with period $2\pi/\Delta t$, which must exceed the energy range of the band. For the cutoff, $S_0e^{-\sigma^2t_{\max}^2/2}\ll1$ is sufficient, because $|G_\sigma-W|\le W[\exp(S_0e^{-\sigma^2t^2/2})-1]$. The check tests this integral against the repeated convolution (7), and the area, mean, variance and $\langle E^3\rangle$ against the formulas.

Smoothing changes the moments. Since $e^{-\sigma^2t^2/2}=e^{\sigma^2s^2/2}$ multiplies $S_0+\kappa_1s+\dots$, the $s^2$ coefficient gains $\sigma^2S_0/2$ and the $s^3$ coefficient gains $\sigma^2\kappa_1/2$. Thus $\kappa_2$ rises by $\sigma^2S_0$, $\kappa_3$ by $3\sigma^2E_{\rm rel}$, and $\kappa_1$ is unchanged. Smoothing also moves the weight $W(I_0-1)$ of a local mode out of the delta function into a broadened feature at $\varepsilon=0$, and it breaks exact detailed balance because the Gaussian is symmetric.

## Low frequencies and cell size

In a lattice with one atom per cell and no altered springs, a long-wavelength acoustic mode has $e_{ka}\approx\sqrt{m_a/M_{\rm tot}}\,\epsilon\,e^{i\mathbf k\cdot\mathbf R_a}$, with polarization $\epsilon$ and total mass $M_{\rm tot}\propto N$; for complex modes $f_k^2$ means $|f_k|^2$. If $F$ is confined near the defect and sums to zero, the zeroth order in $k$ cancels and

$$f_k\approx\frac{i}{\sqrt{M_{\rm tot}}}\sum_{\rm atoms}(\epsilon\cdot\mathbf F)(\mathbf k\cdot\mathbf R)\propto\frac{k}{\sqrt N}.$$

Altered springs near the defect, or several atoms per cell, can change the local strain at the same order in $k$. In a chain, for example, all bonds carry the same tension in the long-wavelength limit, so a bond of doubled stiffness takes half the strain and a force pair on it has half the $f_k$. The scaling $f_k\propto k/\sqrt N$ survives, but its coefficient is then set by $F\cdot u$ for the displacements $u$ that the relaxed lattice takes under a uniform strain, not by the bare first moment of the forces.

With $\omega\propto k$, $S_k\propto1/(N\omega)$, and $N\omega^{d-1}d\omega$ modes give $S(\omega)\propto\omega^{d-2}$ to leading order in $\omega$, provided this coupling to strain is nonzero. In three dimensions $S$ is finite, and so is $S_0$, since $2n+1\to2kT/\omega$ leaves a constant integrand. A periodic cell misses $\omega\lesssim1/L$, which suggests errors $\int_0^{1/L}\omega\,d\omega\propto L^{-2}$ in $S$ and $\propto L^{-1}$ in $S_0$ at $T>0$. These estimates are tested on a scalar cubic lattice with a force pair on one bond: for $L=24,48,96$ the ratio of successive increments should be 4 and 2, and it is $3.998$ at $T=0$ and $2.006$ at $kT=0.5$.

In one dimension $S$ diverges if the coupling to strain is nonzero. For a ring of $N$ masses $M$, springs $K$ and forces $\pm F$ on two neighbours, $\omega_j=\omega_{\max}\sin(\pi j/N)$ with $\omega_{\max}^2=4K/M$, and $|f_j|^2=F^2|e^{2\pi ij/N}-1|^2/NM=F^2\omega_j^2/KN$. Then

$$S=\frac{F^2}{2K\omega_{\max}}\frac1N\sum_{j=1}^{N-1}\frac1{\sin(\pi j/N)}\simeq\frac{F^2}{\pi K\omega_{\max}}\ln N+{\rm const},$$

because each end of the sum behaves as $\sum_jN/\pi j$ and supplies $(N/\pi)\ln N$. For $K=M=F=1$, doubling $N$ should add $\ln2/2\pi$; diagonalization gives $0.97357-0.86325=0.11032$, in agreement. At $T=0$ the zero-phonon weight then vanishes as a power of $N$.

The forces are the more convenient input when they are short ranged, since $\Delta R=\Phi^{-1}F$ spreads through the crystal while $F$ from a small cell can be placed unchanged in a large one, provided the modes of the large cell are computed with the altered springs and masses of the defect.

## Unequal curvatures

Let one mode have frequency $\omega$ in g and $\omega'$ in e. The exponent of the product of the two ground states is

$$\tfrac12\omega x^2+\tfrac12\omega'(x-q)^2=\tfrac12(\omega+\omega')(x-\bar x)^2+\frac{\omega\omega'q^2}{2(\omega+\omega')},\qquad\bar x=\frac{\omega'q}{\omega+\omega'} .$$

The Gaussian integral is $\sqrt{2\pi/(\omega+\omega')}$ and the normalizations multiply to $(\omega\omega')^{1/4}/\sqrt\pi$. Squaring,

$$|\langle0|0'\rangle|^2=\frac{2\sqrt{\omega\omega'}}{\omega+\omega'}\exp\Big[-\frac{\omega\omega'q^2}{\omega+\omega'}\Big],$$

which reduces to $e^{-\omega q^2/2}$ at $\omega'=\omega$. The force in e at $x=0$ is $f=\omega'^2q$, so if both routes use $\omega$, $S_{\rm force}/S_{\rm disp}=\omega'^4q^2/(\omega^4q^2)=(\omega'/\omega)^4$. For $\omega=1$, $\omega'=0.8$, $q=2$ the overlap by quadrature is $0.1680$. Displacements give $S=2$ and $e^{-S}=0.1353$, 19% below it; forces give $S=0.8192$ and $0.4408$, 2.6 times it. For harmonic surfaces a disagreement between the two routes signals that the equal-Hessian assumption fails, and then in general neither exponential is the exact weight. Agreement does not prove the assumption: $\Phi_e\Delta R=\Phi_g\Delta R$ is sufficient for it, and this also holds if the Hessians differ only in undisplaced modes. Mode mixing between g and e, anharmonic surfaces, degenerate electronic states and a coordinate-dependent dipole also lie outside (1).

## Worked example

The model is a periodic $6\times6\times6$ simple-cubic lattice with central springs of 6 and 3 eV/Å² to first and second neighbours and host mass 28 u. The six neighbours of the defect have mass 12 u and bonds of 12 eV/Å² to it, whose rest length grows by 0.1 Å in state e. Each spring energy is taken as $\frac12k(\hat n\cdot\Delta u-d)^2$, with $\hat n$ the fixed bond direction, $\Delta u$ the relative displacement of its ends and $d$ the change of rest length. The change then adds only a linear term and a constant, and leaves the Hessian unaltered. The inputs are $E_{\rm ZPL}=2$ eV and $\sigma=0.005$ eV. The parameters are round and describe no material; five digits serve to follow the arithmetic. There are $3\times216-3=645$ modes.

Each neighbour feels $12\times0.1=1.2$ eV/Å outward, and only these 6 atoms carry a force, whereas 208 of the 216 atoms move by more than $10^{-4}$ Å. The neighbours shift by 0.03566 Å, so (4) gives $E_{\rm rel}=\frac12\times6\times1.2\times0.03566=0.1284$ eV; the energy difference is 0.12837 eV (0.004717 Ha), and the Stokes shift between the means of the lineshapes is 0.25674 eV.

One mode at 0.11335 eV, above the top of the defect-free spectrum at 0.08465 eV, dominates. From its displacement,

$$S_k=\frac{0.11335\times0.27147^2}{2\times4.180159\times10^{-3}}=0.9992,$$

and from its force,

$$S_k=\frac{4.180159\times10^{-3}\times0.83442^2}{2\times0.11335^3}=0.9992 .$$

All other modes add 0.27074, and $S=1.26993$ both from $\Delta R$ obtained by energy minimization and from finite-difference forces. The local mode holds 79% of $S$ and $0.99919\times0.11335=0.11326$ eV of $E_{\rm rel}$; the rest have the mean quantum $0.01511/0.27074=0.056$ eV. The one-mode reduction has $\Delta Q=0.33916$ u$^{1/2}$Å, $\hbar\Omega=0.09659$ eV and $S_{\rm 1D}=0.12837/0.09659=1.329$, which is 4.6% above $S$ in this cell. The excess grows with the cell, because soft modes weigh more in $\Delta Q^2$ than in $S$: it is 13% at $L=32$ and still rising.

At $T=0$ the weight is $e^{-1.26993}=0.28085$. The mean of $A$ is $2-0.12837=1.87163$ eV. The unsmoothed rms width 0.11703 eV becomes $\sqrt{0.11703^2+1.26993\times0.005^2}=0.11717$ eV. The sideband peaks at 1.887 eV, one local quantum below the line. The one-phonon term of that mode in (7) has height $0.28085\times0.99919/(0.005\sqrt{2\pi})=22.4$ eV⁻¹ out of 22.65 eV⁻¹, so the height is set by $\sigma$. With $\langle E^3\rangle=6.63190$ eV³ the photon fraction is $8\times0.28085/6.63190=0.33879$, a factor 1.21 above the weight.

At 300 K ($kT=0.02585$ eV), $S_0=1.37034$ and $W=0.25402$. Of the increase 0.10041, the local mode with $n=0.01262$ supplies $2\times0.99919\times0.01262=0.0252$ and the other modes 0.0752. The mean is unchanged, the smoothed width grows to 0.11947 eV, and the photon fraction in the delta function, with the local mode smoothed like the others, is $8\times0.25402/6.63496=0.30628$. The Bessel argument of the local mode is $2\times0.99919\sqrt{0.01262\times1.01262}=0.2259$, so $I_0=1.0128$. With this mode kept sharp the weight is 0.25727 and the photon fraction 0.3102.

The cell is not converged. The forces give $S=1.11590$, $1.26993$ and $1.31235$ for $L=4,6,8$. The increments 0.15403 and 0.04242 have the ratio 3.6, whereas a pure $L^{-2}$ error would give $(1/16-1/36)/(1/36-1/64)=2.9$. These cells have not reached the asymptotic regime and no extrapolation is drawn from them. The lowest coupled mode at $L=6$ lies at 0.04249 eV, above $kT$ at 300 K, so the acoustic range where $n$ is large is not sampled, and $W$ at 300 K belongs to this cell rather than to an isolated defect. The shifts are large. At $L=32$ the same model has $S=1.355$, so $e^{-S}=0.258$ instead of 0.281, and $W=0.200$ at 300 K instead of 0.254, still falling roughly as $1/L$ towards about 0.19. $E_{\rm rel}$ moves only to 0.1300 eV and the local mode to $S_k=0.9977$, which is then 74% of $S$.

## Computed values

```
unequal freq (hbar=1): w=1.0, w'=0.8, q=2.0: overlap^2 = 0.1680
  S_disp = 2.0000, exp = 0.1353; S_force = 0.8192, exp = 0.4408
toy (hbar=1): w = 0.9782, 1.4294; S_k = 0.4270, 0.4521; kT = 0.6
  zero-phonon: brute force 0.33225, without I0 0.30754, exp(-S) 0.41514
chain S(200) = 0.86325, S(400) = 0.97357, difference = 0.11032
3D scalar lattice, increment ratio L=24,48,96: T=0 3.998, kT=0.5 2.006
inputs: K1=6.0, K2=3.0, Kdefect=12.0 eV/A^2; masses 28.0, 12.0 u; rest shift 0.1 A
inputs: E_ZPL=2.0 eV, sigma=0.005 eV, T=300.0 K, kT=0.02585 eV
hbar^2/(u A^2) = 4.180159e-03 eV; vibrational modes = 645
force on a neighbour = 1.2000 eV/A; atoms with force = 6
neighbour shift = 0.03566 A; atoms moved > 1e-4 A = 200
S from displacements = 1.26993; S from forces = 1.26993
E_rel = 0.12837 eV = 0.004717 Ha; Stokes shift = 0.25674 eV
host top = 0.08465 eV; lowest coupled mode = 0.04249 eV
local mode: hw = 0.11335 eV, |q| = 0.27147 u^0.5 A, |f| = 0.83442 eV/(A u^0.5)
local mode: S_k = 0.99919; all other modes S = 0.27074
one mode: dQ = 0.33916 u^0.5 A, hOmega = 0.09659 eV, S_1D = 1.32898
S from forces, L=4: 1.11590
S from forces, L=8: 1.31235
T=0 K: sum S(2n+1) = 1.26993, zero-phonon weight W = 0.28085
  mean E = 1.87163 eV, rms width = 0.11717 eV, unsmoothed 0.11703 eV
  sideband peak E = 1.887 eV, height = 22.6502 1/eV
  <E^3> = 6.63190 eV^3, zero-phonon photon fraction = 0.33879
T=300 K: sum S(2n+1) = 1.37034, zero-phonon weight W = 0.25402
  mean E = 1.87163 eV, rms width = 0.11947 eV, unsmoothed 0.11933 eV
  sideband peak E = 1.887 eV, height = 20.9903 1/eV
  <E^3> = 6.63496 eV^3, zero-phonon photon fraction = 0.30628
local mode at 300 K: n = 0.01262, I0 factor = 1.01280, W*I0 = 0.25727
```
